# Hydrogen with an empty focus: from spherical to parabolic states: verification in Python

```python
"""Hydrogen in prolate spheroidal coordinates with one empty focus.

Nucleus of charge Z at the origin, empty focus at (0, 0, R), atomic units.
xi = (r + r')/R, eta = (r - r')/R, r' = distance to the empty focus.
A = (p x L - L x p)/2 - Z r/|r| is the Runge-Lenz vector.
Result under test: the separation constant is
    K = L^2 - R A_z + R^2 H/2,
and inside the shells n = 2, 3 the operator Lambda = L^2 - R A_z has the
closed-form eigenvalues lambda coded in closed_form(); its eigenstates are
exp(-Z r/n) rho^m P(xi) P(eta) with one polynomial P of degree n - m - 1.
They join spherical states (R -> 0) to parabolic states (R -> infinity).
Here m stands for |m| and g = R Z.
"""
from math import factorial
import numpy as np
import sympy as sp
from numpy.polynomial import laguerre as lag, legendre as leg
from numpy.polynomial.polynomial import polyval
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre

x, y, z = xyz = sp.symbols("x y z", real=True)
r = sp.sqrt(x**2 + y**2 + z**2)
BLOCKS = [(2, 0), (2, 1), (3, 0), (3, 1), (3, 2)]


# ---------- operators from their Cartesian definitions ----------
def mom(f, i):
    return -sp.I * sp.diff(f, xyz[i])


def ang(f, i):
    j, k = (i + 1) % 3, (i + 2) % 3
    return xyz[j] * mom(f, k) - xyz[k] * mom(f, j)


def ang_squared(f):
    return sum(ang(ang(f, i), i) for i in range(3))


def runge_lenz_z(f, Z):
    p_cross_l = mom(ang(f, 1), 0) - mom(ang(f, 0), 1)
    l_cross_p = ang(mom(f, 1), 0) - ang(mom(f, 0), 1)
    return (p_cross_l - l_cross_p) / 2 - Z * z / r * f


def hamiltonian(f, Z):
    return -sum(sp.diff(f, q, 2) for q in xyz) / 2 - Z / r * f


# ---------- derived formulas ----------
def az_matrix(n, m, Z):
    off = [Z / n * np.sqrt((n**2 - l**2) * (l**2 - m**2) / (4 * l**2 - 1))
           for l in range(m + 1, n)]
    return np.diag(off, 1) + np.diag(off, -1)


def lambda_matrix(n, m, R, Z):
    l = np.arange(m, n)
    return np.diag(l * (l + 1.0)) - R * az_matrix(n, m, Z)


def closed_form(n, m, g):
    """Eigenvalues of Lambda in the order l = m, ..., n - 1."""
    if m == n - 1:
        return np.array([m * (m + 1.0)])
    if (n, m) == (2, 0):
        return 1 + np.array([-1, 1]) * np.sqrt(1 + g**2 / 4)
    if (n, m) == (3, 1):
        return 4 + np.array([-1, 1]) * np.sqrt(4 + g**2 / 9)
    t = g / 3
    theta = np.arccos((10 - 9 * t**2) / (7 + 3 * t**2) ** 1.5)
    j = np.array([1, -1, 0])
    return 8 / 3 + 4 / 3 * np.sqrt(7 + 3 * t**2) * np.cos(
        (theta + 2 * np.pi * j) / 3)


def focal_polynomials(n, m, g):
    """lambda and coefficients of P in powers of (1 - x)."""
    N = n - m - 1
    k = np.arange(N + 1)
    M = (np.diag((k + m) * (k + m + 1) + g / n * (N - 2 * k))
         + np.diag(-2.0 * (k[:-1] + 1) * (k[:-1] + m + 1), 1)
         + np.diag(-g / n * (N - k[1:] + 1), -1))
    val, vec = np.linalg.eig(M)
    assert np.max(np.abs(np.imag(val))) < 1e-10
    order = np.argsort(val.real)
    return val.real[order], vec.real[:, order].T


def zeros_of(b):
    return np.sort(1 - np.roots(b[::-1]))


# ---------- direct numerical solution of the separated equations ----------
def focal_spectrum(n, m, g, outer):
    """Galerkin values of K on (1, infinity) if outer, else on (-1, 1)."""
    p = g / (2 * n)
    if outer:
        size, beta = 10, 1.2 * p
        s, w = lag.laggauss(40)
        t, w = 1 + s / (2 * beta), w / (2 * beta)
        G = lag.lagvander(s, size - 1)
        dG = (2 * beta * lag.lagvander(s, size - 2)
              @ lag.lagder(np.eye(size)) - beta * G)
    else:
        size = 24
        t, w = leg.leggauss(60)
        G = leg.legvander(t, size - 1)
        dG = leg.legvander(t, size - 2) @ leg.legder(np.eye(size))
    q = 1 - t**2
    a = np.abs(q) ** m * w
    S = dG - (m * t / q)[:, None] * G
    K = (S.T * (a * q)) @ S
    K = K + (G.T * (a * (m * m / q - p**2 * t**2 + g * t))) @ G
    return eigh(K, (G.T * a) @ G, eigvals_only=True)


def spherical_state(n, l, m, Z):
    """Radial part positive near the nucleus."""
    u, s = sp.Symbol("u"), 2 * Z * r / n
    norm = sp.sqrt((2 * Z / n) ** 3 * sp.Rational(
        factorial(n - l - 1), 2 * n * factorial(n + l)))
    radial = norm * s**l * sp.exp(-s / 2) * sp.assoc_laguerre(
        n - l - 1, 2 * l + 1, s)
    c = sp.sqrt(sp.Rational((2 * l + 1) * factorial(l - m),
                            4 * factorial(l + m)) / sp.pi)
    legendre = sp.legendre(l, u)
    for _ in range(m):
        legendre = sp.diff(legendre, u)
    return radial * (-1) ** m * c * ((x + sp.I * y) / r) ** m * \
        sp.sympify(legendre).subs(u, z / r)


def mismatch(a, b):
    return np.max(np.abs(a - (a @ b) / (b @ b) * b)) / np.max(np.abs(a))


# ---------- test: operator identity on a function that is no eigenstate ----
Zs, Rs = sp.Rational(3, 2), sp.Integer(4)
Zt, Rt = float(Zs), float(Rs)
gt = Zt * Rt
xi, eta, phi = sph = sp.symbols("xi eta phi", real=True)
rho = Rs / 2 * sp.sqrt((xi**2 - 1) * (1 - eta**2))
position = [rho * sp.cos(phi), rho * sp.sin(phi), Rs / 2 * (1 + xi * eta)]
trial = (x * z + y**2 + 2 * z**3 + x) * sp.exp(-z / 3)
trial_sph = trial.subs(dict(zip(xyz, position)), simultaneous=True)
h_trial = hamiltonian(trial, Zs)
k_cart = (ang_squared(trial) - Rs * runge_lenz_z(trial, Zs)
          + Rs**2 / 2 * h_trial)
d2phi = sp.diff(trial_sph, phi, 2)
k_eta = (-sp.diff((1 - eta**2) * sp.diff(trial_sph, eta), eta)
         - d2phi / (1 - eta**2) + Rs * Zs * eta * trial_sph)
k_xi = (sp.diff((xi**2 - 1) * sp.diff(trial_sph, xi), xi)
        + d2phi / (xi**2 - 1) + Rs * Zs * xi * trial_sph)
f_pos = sp.lambdify(sph, position, "numpy")
f_h, f_k = [sp.lambdify(xyz, e, "numpy") for e in (h_trial, k_cart)]
f_eta, f_xi = [sp.lambdify(sph, e, "numpy") for e in (k_eta, k_xi)]
err_identity = 0.0
for point in [(1.7, -0.3, 0.8), (3.1, 0.6, 2.0), (1.2, 0.1, 4.0)]:
    here = f_pos(*point)
    target, h = f_k(*here), f_h(*here)
    for part, c in ((f_eta, point[1]), (f_xi, point[0])):
        value = part(*point) + Rt**2 / 2 * c**2 * h
        err_identity = max(err_identity, abs(value - target) / abs(target))
assert err_identity < 1e-9

# ---------- tests inside the shells ----------
parabolic = {}
err_ode = err_product = 0.0
for n, m in BLOCKS:
    s, ws = lag.laggauss(24)
    u, wu = leg.leggauss(16)
    rad = np.repeat(n * s / (2 * Zt), len(u))
    cos = np.tile(u, len(s))
    X, Zc = rad * np.sqrt(1 - cos**2), rad * cos
    weight = (2 * np.pi * rad**2 * n / (2 * Zt)
              * np.repeat(ws * np.exp(s), len(u)) * np.tile(wu, len(s)))

    def values(expr):
        f = sp.lambdify(xyz, expr, "numpy", cse=True)
        return np.real(f(X, 0 * X, Zc) * np.ones_like(X))

    states = [spherical_state(n, l, m, Zs) for l in range(m, n)]
    psi = np.array([values(f) for f in states])

    def matrix(op):
        return (psi * weight) @ np.array([values(op(f)) for f in states]).T

    l = np.arange(m, n)
    one = np.eye(n - m)
    L2 = matrix(ang_squared)
    AZ = matrix(lambda f: runge_lenz_z(f, Zs))
    ZZ = (psi * weight * Zc) @ psi.T
    assert np.allclose((psi * weight) @ psi.T, one, atol=1e-9)
    assert np.allclose(matrix(lambda f: hamiltonian(f, Zs)),
                       -Zt**2 / (2 * n**2) * one, atol=1e-8)
    assert np.allclose(L2, np.diag(l * (l + 1)), atol=1e-8)
    assert np.allclose(AZ, az_matrix(n, m, Zt), atol=1e-8)
    assert np.allclose(ZZ, -3 * n**2 / (2 * Zt**2) * AZ, atol=1e-8)

    # closed forms against diagonalization of the quadrature matrices
    for R in (0.3, 1.7, 4.0, 25.0):
        assert np.allclose(np.linalg.eigvalsh(L2 - R * AZ),
                           closed_form(n, m, R * Zt), atol=1e-6)
    lam, vec = np.linalg.eigh(L2 - Rt * AZ)

    # both separated equations, solved numerically, share these constants
    K = closed_form(n, m, gt) - (gt / (2 * n)) ** 2
    inner = focal_spectrum(n, m, gt, False)[:n - m]
    outer = focal_spectrum(n, m, gt, True)[-(n - m):]
    err_ode = max(err_ode, np.max(np.abs(inner - K)),
                  np.max(np.abs(outer - K)))

    # product form, zeros, explicit wave functions
    lam_p, polys = focal_polynomials(n, m, gt)
    assert np.allclose(lam_p, lam, atol=1e-7)
    other = np.sqrt(X**2 + (Zc - Rt) ** 2)
    xi_v, eta_v = (rad + other) / Rt, (rad - other) / Rt
    envelope = X**m * np.exp(-Zt * rad / n)
    for i, b in enumerate(polys):
        combo = vec[:, i] @ psi
        product = envelope * polyval(1 - xi_v, b) * polyval(1 - eta_v, b)
        err_product = max(err_product, mismatch(combo, product))
        x0 = zeros_of(b)
        assert np.sum(np.abs(x0) < 1) == i          # l - m zeros in eta
        assert np.sum(x0 > 1) == n - m - 1 - i      # n - l - 1 zeros in xi
        if n == m + 2:
            bracket = (1 - Zt * rad / (n * (m + 1))
                       - (lam[i] - m * (m + 1)) * Zc / ((m + 1) * Rt))
            assert mismatch(combo, envelope * bracket) < 1e-7
        if (n, m) == (3, 0):
            quad = [1, (lam[i] - 6) * 3 / gt, (lam[i] - 8) / lam[i]]
            assert np.allclose(np.sort(np.roots(quad)), x0, atol=1e-6)

    # mean z from the slope of lambda
    h = 1e-4
    slope = (closed_form(n, m, (Rt + h) * Zt)
             - closed_form(n, m, (Rt - h) * Zt)) / (2 * h)
    mean_z = np.einsum("ki,kj,ji->i", vec, ZZ, vec)
    assert np.allclose(mean_z, 3 * n**2 / (2 * Zt**2) * slope, atol=1e-6)

    # explicit parabolic functions and the limit of large R
    rows = []
    g_large = 6000.0
    lam_far, vec_far = np.linalg.eigh(L2 - g_large / Zt * AZ)
    for i in range(n - m):
        n1, n2 = i, n - m - 1 - i
        f = (envelope * eval_genlaguerre(n1, m, Zt * (rad + Zc) / n)
             * eval_genlaguerre(n2, m, Zt * (rad - Zc) / n))
        c = (psi * weight) @ f
        assert abs(c @ c / np.sum(weight * f * f) - 1) < 1e-8
        c = c / np.sqrt(c @ c)
        rows.append(c)
        mean_l2 = (n**2 - 1 + m**2 - (n1 - n2) ** 2) / 2
        assert np.allclose(AZ @ c, Zt / n * (n2 - n1) * c, atol=1e-7)
        assert abs(c @ L2 @ c - mean_l2) < 1e-7
        # remainder is of order 6/g_large
        assert abs(lam_far[i] - g_large * (n1 - n2) / n - mean_l2) < 3e-3
        assert (c @ vec_far[:, i]) ** 2 > 1 - 1e-5
    parabolic[n, m] = np.array(rows)

    # second-order shifts at small R
    g_small = 0.01
    a2 = np.concatenate([[0.0], np.diag(az_matrix(n, m, 1.0), 1) ** 2, [0.0]])
    for i, li in enumerate(l):
        below = a2[i] / (2 * li) if i > 0 else 0.0
        shift = below - a2[i + 1] / (2 * (li + 1))
        found = (closed_form(n, m, g_small)[i] - li * (li + 1)) / g_small**2
        assert abs(found - shift) < 1e-4
assert err_ode < 1e-6
assert err_product < 1e-7


# ---------- worked example ----------
def text(a):
    return " ".join(f"{v:.4f}" for v in a) if len(a) else "none"


def overlaps(n, m, g):
    v = np.linalg.eigh(lambda_matrix(n, m, g, 1.0))[1]
    return np.diag(v) ** 2, np.einsum("ik,ki->i", parabolic[n, m], v) ** 2


Z, R = 1.0, 4.0
g = R * Z
print(f"Z = {Z:.0f}, R = {R:.1f} a0, lambda and K in units of hbar^2")
for n in (2, 3):
    print(f"n={n}: E = {-Z**2/(2*n**2):.6f} Eh, p = {g/(2*n):.4f}, "
          f"p^2 = {(g/(2*n))**2:.4f}")
print(f"mixing angle chi: n=2 {np.degrees(np.arctan(g/2)):.3f} deg, "
      f"n=3 m=1 {np.degrees(np.arctan(g/6)):.3f} deg")
for n, m in BLOCKS:
    lam, vec = np.linalg.eigh(lambda_matrix(n, m, R, Z))
    polys = focal_polynomials(n, m, g)[1]
    l = np.arange(m, n)
    for i in range(n - m):
        v = vec[:, i] * np.sign(vec[0, i])
        mz = -3 * n**2 / (2 * Z**2) * (v @ az_matrix(n, m, Z) @ v) + 0.0
        print(f"n={n} m={m} from l={l[i]}: lambda={lam[i]:.4f} "
              f"K={lam[i]-(g/(2*n))**2:.4f} <L^2>={v**2 @ (l*(l+1)):.4f} "
              f"<z>={mz:.4f} a0")
        if n - m > 1:
            x0 = zeros_of(polys[i])
            print(f"   amplitudes {text(v)}; weights {text(v**2)}")
            print(f"   nodes: xi = {text(x0[x0 > 1])}; "
                  f"eta = {text(x0[np.abs(x0) < 1])}")
xi0 = zeros_of(focal_polynomials(2, 0, g)[1][0])[0]
print(f"n=2 nodal ellipsoid: semi-major axis {R*xi0/2:.4f} a0")

R_list = (0.4, 2.0, 4.0, 20.0, 200.0)
print("lambda against R (a0): n=2 m=0 | n=3 m=1 | n=3 m=0")
for R in R_list:
    print(f"R={R:5.1f}: " + " | ".join(
        text(closed_form(n, m, R * Z)) for n, m in ((2, 0), (3, 1), (3, 0))))
print("squared overlap spherical/parabolic: n=2 | n=3 m=1 | n=3 m=0 l=0,1,2")
for R in R_list:
    parts = []
    for n, m in ((2, 0), (3, 1), (3, 0)):
        a, b = overlaps(n, m, R * Z)
        count = 3 if (n, m) == (3, 0) else 1
        parts.append(" ".join(f"{a[i]:.4f}/{b[i]:.4f}" for i in range(count)))
    print(f"R={R:5.1f}: " + " | ".join(parts))
for n, m in ((2, 0), (3, 1), (3, 0)):
    equal = []
    for i in range(n - m):
        def gap(q):
            a, b = overlaps(n, m, q)
            return a[i] - b[i]
        signs = np.sign([gap(q) for q in np.geomspace(0.05, 500, 80)])
        assert np.sum(signs[1:] != signs[:-1]) == 1
        equal.append(brentq(gap, 0.05, 500))
    print(f"equal overlaps, n={n} m={m}, by l: R = {text(equal)} a0")
print(f"largest relative error, operator identity: {err_identity:.0e}")
print(f"largest error in K, separated equations: {err_ode:.0e}")
print(f"largest relative error, product states: {err_product:.0e}")
print("OK")
```

Printed output:

```
Z = 1, R = 4.0 a0, lambda and K in units of hbar^2
n=2: E = -0.125000 Eh, p = 1.0000, p^2 = 1.0000
n=3: E = -0.055556 Eh, p = 0.6667, p^2 = 0.4444
mixing angle chi: n=2 63.435 deg, n=3 m=1 33.690 deg
n=2 m=0 from l=0: lambda=-1.2361 K=-2.2361 <L^2>=0.5528 <z>=-2.6833 a0
   amplitudes 0.8507 0.5257; weights 0.7236 0.2764
   nodes: xi = 1.6180; eta = none
n=2 m=0 from l=1: lambda=3.2361 K=2.2361 <L^2>=1.4472 <z>=2.6833 a0
   amplitudes 0.5257 -0.8507; weights 0.2764 0.7236
   nodes: xi = none; eta = -0.6180
n=2 m=1 from l=1: lambda=2.0000 K=1.0000 <L^2>=2.0000 <z>=0.0000 a0
n=3 m=0 from l=0: lambda=-1.4926 K=-1.9370 <L^2>=0.7108 <z>=-7.4363 a0
   amplitudes 0.8193 0.5616 0.1154; weights 0.6712 0.3154 0.0133
   nodes: xi = 1.5709 4.0485; eta = none
n=3 m=0 from l=1: lambda=2.8835 K=2.4391 <L^2>=1.9095 <z>=3.2872 a0
   amplitudes 0.5606 -0.7424 -0.3668; weights 0.3143 0.5512 0.1345
   nodes: xi = 2.9408; eta = -0.6034
n=3 m=0 from l=2: lambda=6.6091 K=6.1646 <L^2>=5.3797 <z>=4.1492 a0
   amplitudes 0.1203 -0.3652 0.9231; weights 0.0145 0.1334 0.8522
   nodes: xi = none; eta = -0.7409 0.2841
n=3 m=1 from l=1: lambda=1.5963 K=1.1519 <L^2>=2.3359 <z>=-2.4962 a0
   amplitudes 0.9571 0.2898; weights 0.9160 0.0840
   nodes: xi = 3.3028; eta = none
n=3 m=1 from l=2: lambda=6.4037 K=5.9593 <L^2>=5.6641 <z>=2.4962 a0
   amplitudes 0.2898 -0.9571; weights 0.0840 0.9160
   nodes: xi = none; eta = -0.3028
n=3 m=2 from l=2: lambda=6.0000 K=5.5556 <L^2>=6.0000 <z>=0.0000 a0
n=2 nodal ellipsoid: semi-major axis 3.2361 a0
lambda against R (a0): n=2 m=0 | n=3 m=1 | n=3 m=0
R=  0.4: -0.0198 2.0198 | 1.9956 6.0044 | -0.0235 2.0175 6.0059
R=  2.0: -0.4142 2.4142 | 1.8918 6.1082 | -0.4934 2.3436 6.1498
R=  4.0: -1.2361 3.2361 | 1.5963 6.4037 | -1.4926 2.8835 6.6091
R= 20.0: -9.0499 11.0499 | -2.9602 10.9602 | -11.5923 3.9121 15.6802
R=200.0: -99.0050 101.0050 | -62.6967 70.6967 | -131.3629 3.9991 135.3638
squared overlap spherical/parabolic: n=2 | n=3 m=1 | n=3 m=0 l=0,1,2
R=  0.4: 0.9903/0.5981 | 0.9989/0.5333 | 0.9885/0.4237 0.9870/0.0087 0.9985/0.1901
R=  2.0: 0.8536/0.8536 | 0.9743/0.6581 | 0.8276/0.7001 0.7936/0.1537 0.9624/0.3080
R=  4.0: 0.7236/0.9472 | 0.9160/0.7774 | 0.6712/0.8414 0.5512/0.3883 0.8522/0.4964
R= 20.0: 0.5498/0.9975 | 0.6437/0.9789 | 0.4254/0.9834 0.0448/0.9543 0.2991/0.9706
R=200.0: 0.5050/1.0000 | 0.5150/0.9998 | 0.3433/0.9998 0.0004/0.9995 0.1770/0.9998
equal overlaps, n=2 m=0, by l: R = 2.0000 2.0000 a0
equal overlaps, n=3 m=1, by l: R = 6.0000 6.0000 a0
equal overlaps, n=3 m=0, by l: R = 2.6699 4.7711 6.2248 a0
largest relative error, operator identity: 3e-15
largest error in K, separated equations: 5e-12
largest relative error, product states: 8e-15
OK
```
